# Splined form factors and stresses that match energy derivatives: a program that tests the result

```python
"""
Result under test: when an energy uses splined form factors s(q), its strain
derivative is reproduced by the slope s'(q) of that same spline, whereas the
exact slope F'(q), or a separately splined table of F', leaves a mismatch.

F_l(q) = integral r^2 R_l(r) j_l(q r) dr,
R_l(r) = (r/rc)^l (1-(r/rc)^2)^3 for r < rc, and zero outside.
Model: H = T + V + sum B D B^+, S = 1 + sum B Q(0) B^+, E = 2 sum eps_n.
V is a sum of Gaussian wells; D = D0 + integral V Q; B are projectors (s, p).
Strain r -> (1 + t eta) r at fixed plane-wave integers. Hartree atomic units.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, solve_banded
from scipy.special import spherical_jn

GPA = (constants.value("Hartree energy")
       / constants.value("Bohr radius")**3 / 1e9)
RADIUS = {"beta": 2.2, "aug": 2.0}
Q_MAX = 8.0
CELL = np.array([[7.0, 0, 0], [0.6, 6.6, 0], [0.4, 0.5, 6.2]])
SITES = np.array([[0.0, 0, 0], [0.36, 0.34, 0.42]])
K_FRAC = np.array([0.10, 0.20, 0.15])
CUTOFF, WELL_DEPTH, WELL_WIDTH = 5.0, 3.0, 1.0
D_BARE = np.diag([0.3, 0.2, 0.2, 0.2])
CHARGE_S, CHARGE_P, AMP_SP, AMP_D = 0.4, 0.2, 1.0, 1.0
N_OCC = 2
STEP = 2e-4
EYE = np.eye(3)


# ---------- radial integrals and the spline table ----------
def bessel_derivative(l, x, order):
    """Derivative of j_l of the given order, by the recurrence for j_l'."""
    if order == 0:
        return spherical_jn(l, x)
    if l == 0:
        return -bessel_derivative(1, x, order - 1)
    return (l * bessel_derivative(l - 1, x, order - 1)
            - (l + 1) * bessel_derivative(l + 1, x, order - 1)) / (2*l + 1)


def shape(l, r, rc):
    return (r / rc)**l * (1 - (r / rc)**2)**3


NODES, WEIGHTS = np.polynomial.legendre.leggauss(28)


def form_factor(q, l, rc, order=0):
    r = 0.5 * rc * (NODES + 1)
    w = 0.5 * rc * WEIGHTS
    return (bessel_derivative(l, np.outer(q, r), order)
            @ (w * r**(2 + order) * shape(l, r, rc)))


def build_table(l, rc, h):
    n = int(round(Q_MAX / h))
    knots = h * np.arange(n + 1)
    f = form_factor(knots, l, rc)
    m = np.zeros(n + 1)
    m[[0, -1]] = form_factor(knots[[0, -1]], l, rc, 1)
    rhs = 3 * (f[2:] - f[:-2]) / h
    rhs[0] -= m[0]
    rhs[-1] -= m[-1]
    bands = np.ones((3, n - 1))
    bands[1] = 4
    m[1:-1] = solve_banded((1, 1), bands, rhs)
    return h, f, m


def read_table(table, q, order=0):
    h, f, m = table
    i = np.minimum((q / h).astype(int), len(f) - 2)
    t = q / h - i
    rise = f[i + 1] - f[i]
    c1 = h * m[i]
    c2 = 3 * rise - h * (2 * m[i] + m[i + 1])
    c3 = h * (m[i] + m[i + 1]) - 2 * rise
    if order == 0:
        return f[i] + t * (c1 + t * (c2 + t * c3))
    return (c1 + t * (2 * c2 + 3 * t * c3)) / h


def exact_value(kind, l, q):
    return form_factor(q, l, RADIUS[kind])


def exact_slope(kind, l, q):
    return form_factor(q, l, RADIUS[kind], 1)


def no_slope(kind, l, q):
    return np.zeros_like(q)


# ---------- plane-wave model ----------
RECIP0 = 2 * np.pi * np.linalg.inv(CELL).T
VOLUME0 = np.linalg.det(CELL)
box = np.arange(-9, 10)
INTS = np.array(np.meshgrid(box, box, box, indexing="ij")).reshape(3, -1).T
kinetic0 = 0.5 * np.sum(((INTS + K_FRAC) @ RECIP0)**2, axis=1)
WAVES = INTS[kinetic0 < CUTOFF]
DENSE = INTS[np.sum((INTS @ RECIP0)**2, axis=1) < 8 * CUTOFF]
PAIRS = WAVES[:, None, :] - WAVES[None, :, :]
PHASE_WAVE = np.exp(-2j * np.pi * (WAVES + K_FRAC) @ SITES.T)
PHASE_DENSE = np.exp(-2j * np.pi * DENSE @ SITES.T)
STRUCT_PAIR = np.exp(-2j * np.pi * PAIRS @ SITES.T).sum(axis=-1)
STRUCT_DENSE = PHASE_DENSE.sum(axis=1)
norm0 = form_factor(np.array([0.0]), 0, RADIUS["aug"])[0]
AMP_SS, AMP_PP = CHARGE_S / norm0, CHARGE_P / norm0
CHARGES = np.diag([CHARGE_S, CHARGE_P, CHARGE_P, CHARGE_P])


def strain_geometry(vectors, eta):
    q = np.linalg.norm(vectors, axis=1)
    unit = vectors / np.maximum(q, 1e-30)[:, None]
    stretch = np.sum((unit @ eta) * unit, axis=1)
    return q, unit, -q * stretch, -unit @ eta + unit * stretch[:, None]


def projectors(vectors, eta, value, slope):
    q, u, dq, du = strain_geometry(vectors, eta)
    f0, f1 = (value("beta", l, q) for l in (0, 1))
    d0, d1 = (slope("beta", l, q) * dq for l in (0, 1))
    cs, cp = np.sqrt(4 * np.pi), -1j * np.sqrt(12 * np.pi)
    b = np.column_stack([cs * f0, cp * u * f1[:, None]])
    db = np.column_stack([cs * d0, cp * (du * f1[:, None]
                                         + u * d1[:, None])])
    return b, db


def augmentation(vectors, eta, value, slope):
    q, u, dq, du = strain_geometry(vectors, eta)
    f = [value("aug", l, q)[:, None] for l in range(3)]
    d = [(slope("aug", l, q) * dq)[:, None] for l in range(3)]
    big = np.zeros((len(q), 4, 4), complex)
    dbig = np.zeros_like(big)
    c = -1j * np.sqrt(3) * AMP_SP
    big[:, 0, 0] = AMP_SS * f[0][:, 0]
    dbig[:, 0, 0] = AMP_SS * d[0][:, 0]
    big[:, 0, 1:] = big[:, 1:, 0] = c * u * f[1]
    dbig[:, 0, 1:] = dbig[:, 1:, 0] = c * (du * f[1] + u * d[1])
    quad = 3 * u[:, :, None] * u[:, None, :] - EYE
    dquad = 3 * (du[:, :, None] * u[:, None, :]
                 + u[:, :, None] * du[:, None, :])
    f0, f2, d0, d2 = (a[:, :, None] for a in (f[0], f[2], d[0], d[2]))
    big[:, 1:, 1:] = AMP_PP * f0 * EYE - AMP_D * quad * f2
    dbig[:, 1:, 1:] = AMP_PP * d0 * EYE - AMP_D * (dquad * f2 + quad * d2)
    return big, dbig


def well_fourier(vectors, structure, volume, eta):
    g2 = np.sum(vectors**2, axis=-1)
    v = (-WELL_DEPTH * (2 * np.pi * WELL_WIDTH**2)**1.5 / volume
         * np.exp(-0.5 * g2 * WELL_WIDTH**2) * structure)
    shear = np.sum((vectors @ eta) * vectors, axis=-1)
    return v, v * (WELL_WIDTH**2 * shear - np.trace(eta))


def matrices(strain, eta, value, slope):
    """H, S, their derivatives along eta, and the D matrix of each site."""
    cell = CELL @ (EYE + strain)
    recip = 2 * np.pi * np.linalg.inv(cell).T
    volume = np.linalg.det(cell)
    kg = (WAVES + K_FRAC) @ recip
    dense = DENSE @ recip
    ham, dham = well_fourier(PAIRS @ recip, STRUCT_PAIR, volume, eta)
    ham = ham + np.diag(0.5 * np.sum(kg**2, axis=1))
    dham = dham - np.diag(np.sum((kg @ eta) * kg, axis=1))
    over = np.eye(len(kg), dtype=complex)
    dover = np.zeros_like(over)
    v, dv = well_fourier(dense, STRUCT_DENSE, volume, eta)
    big, dbig = augmentation(dense, eta, value, slope)
    b0, db0 = projectors(kg, eta, value, slope)
    db0 = (db0 - 0.5 * np.trace(eta) * b0) / np.sqrt(volume)
    b0 = b0 / np.sqrt(volume)
    strengths = []
    for a in range(len(SITES)):
        back = PHASE_DENSE[:, a].conj()
        d = D_BARE + np.tensordot(v * back, big.conj(), 1).real
        dd = (np.tensordot(dv * back, big.conj(), 1)
              + np.tensordot(v * back, dbig.conj(), 1)).real
        b = b0 * PHASE_WAVE[:, a, None]
        db = db0 * PHASE_WAVE[:, a, None]
        bh = b.conj().T
        half = db @ d @ bh
        ham = ham + b @ d @ bh
        dham = dham + half + half.conj().T + b @ dd @ bh
        half = db @ CHARGES @ bh
        over = over + b @ CHARGES @ bh
        dover = dover + half + half.conj().T
        strengths.append(d)
    return ham, over, dham, dover, strengths


def solve(strain, value):
    ham, over = matrices(strain, 0 * EYE, value, no_slope)[:2]
    return eigh(ham, over, subset_by_index=[0, N_OCC])


def energy(strain, value):
    return 2 * solve(strain, value)[0][:N_OCC].sum()


LABELS = ["xx", "yy", "zz", "yz", "xz", "xy"]
DIRECTIONS = []
for i, j in [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]:
    e = np.zeros((3, 3))
    e[i, j] += 0.5
    e[j, i] += 0.5
    DIRECTIONS.append(e)


def difference_derivative(value):
    out = []
    for eta in DIRECTIONS:
        e = {n: energy(n * STEP * eta, value) for n in (-2, -1, 1, 2)}
        out.append((8 * (e[1] - e[-1]) - e[2] + e[-2]) / (12 * STEP))
    return np.array(out)


def analytic_derivative(value, slope):
    eps, c = solve(0 * EYE, value)
    out = []
    for eta in DIRECTIONS:
        dham, dover = matrices(0 * EYE, eta, value, slope)[2:4]
        out.append(2 * sum((c[:, n].conj() @ (dham - eps[n] * dover)
                            @ c[:, n]).real for n in range(N_OCC)))
    return np.array(out)


def size(x):
    return np.max(np.abs(x))


# ---------- tests of radial integrals and spline error laws ----------
q_test = np.array([0.9, 2.7, 6.1])
fine = np.linspace(0, Q_MAX, 8001)
for kind, l in [("beta", 0), ("beta", 1), ("aug", 0), ("aug", 1), ("aug", 2)]:
    rc = RADIUS[kind]
    x = q_test * rc
    closed = 48 * rc**3 * spherical_jn(l + 4, x) / x**4
    assert np.allclose(form_factor(q_test, l, rc), closed, atol=1e-11, rtol=0)
    f0, f1, f4, f5 = (form_factor(fine, l, rc, n) for n in (0, 1, 4, 5))
    for h in (0.4, 0.2, 0.1, 0.05):
        tab = build_table(l, rc, h)
        knots = h * np.arange(len(tab[1]))
        lib = CubicSpline(knots, tab[1],
                          bc_type=((1, tab[2][0]), (1, tab[2][-1])))
        assert size(lib(fine) - read_table(tab, fine)) < 1e-11
        assert size(lib(fine, 1) - read_table(tab, fine, 1)) < 1e-10
        knot_error = size(tab[2] - form_factor(knots, l, rc, 1))
        assert knot_error <= h**4 * size(f5) / 60 + 1e-12
    # leading-order laws at h = 0.05; the next order is smaller by about h*rc
    t = fine / h - np.floor(fine / h)
    lead = h**3 * f4 * t * (1 - t) * (1 - 2 * t) / 12
    slope_error = f1 - read_table(tab, fine, 1)
    assert size(slope_error - lead) < 0.15 * size(lead)
    assert abs(size(slope_error) / (np.sqrt(3) / 216 * h**3 * size(f4))
               - 1) < 0.1
    assert abs(size(f0 - read_table(tab, fine)) / (h**4 * size(f4) / 384)
               - 1) < 0.1

# ---------- angular reduction against three-dimensional quadrature ----------
mu, w_mu = np.polynomial.legendre.leggauss(26)
phi = 2 * np.pi * np.arange(44) / 44
sin_t = np.sqrt(1 - mu**2)
normals = np.stack([np.outer(sin_t, np.cos(phi)), np.outer(sin_t, np.sin(phi)),
                    np.outer(mu, np.ones(44))], axis=-1).reshape(-1, 3)
w_ang = np.repeat(w_mu, 44) * 2 * np.pi / 44


def ball(rc):
    r = 0.5 * rc * (NODES + 1)
    w = np.outer(0.5 * rc * WEIGHTS * r**2, w_ang).ravel()
    return np.repeat(r, len(w_ang)), np.tile(normals, (len(r), 1)), w


r, n, w = ball(RADIUS["beta"])
q_vec = np.array([[0.7, -1.1, 1.6]])
wave = w * np.exp(-1j * (r[:, None] * n) @ q_vec[0])
direct = np.concatenate([
    [wave @ shape(0, r, RADIUS["beta"]) / np.sqrt(4 * np.pi)],
    np.sqrt(3 / (4 * np.pi)) * (wave * shape(1, r, RADIUS["beta"])) @ n])
reduced = projectors(q_vec, 0 * EYE, exact_value, no_slope)[0][0]
assert size(direct - reduced) < 1e-9

r, n, w = ball(RADIUS["aug"])
points = r[:, None] * n
potential = np.zeros(len(r))
for shift in INTS[np.max(np.abs(INTS), axis=1) <= 2]:
    for site in SITES:
        dist2 = np.sum((points - (shift + site) @ CELL)**2, axis=1)
        potential -= WELL_DEPTH * np.exp(-0.5 * dist2 / WELL_WIDTH**2)
s0, s1, s2 = (shape(l, r, RADIUS["aug"]) for l in range(3))
wv = w * potential / (4 * np.pi)
d_direct = D_BARE.copy()
d_direct[0, 0] += AMP_SS * wv @ s0
cross = np.sqrt(3) * AMP_SP * (wv * s1) @ n
d_direct[0, 1:] += cross
d_direct[1:, 0] += cross
d_direct[1:, 1:] += (AMP_PP * (wv @ s0) * EYE + AMP_D
                     * (3 * n.T @ ((wv * s2)[:, None] * n) - (wv @ s2) * EYE))
d_fourier = matrices(0 * EYE, 0 * EYE, exact_value, no_slope)[4][0]
# tolerance set by the truncated reciprocal-space sum
assert size(d_direct - d_fourier) < 1e-6

# ---------- reference without any table ----------
levels = solve(0 * EYE, exact_value)[0]
gap = levels[N_OCC] - levels[N_OCC - 1]
assert gap > 0.02
e_exact = energy(0 * EYE, exact_value)
fd_exact = difference_derivative(exact_value)
hf_exact = analytic_derivative(exact_value, exact_slope)
assert size(fd_exact - hf_exact) < 5e-8
to_gpa = GPA / VOLUME0

print(f"cell volume {VOLUME0:.3f} bohr^3; plane waves {len(WAVES)}; "
      f"dense G vectors {len(DENSE)}")
print(f"cutoff {CUTOFF} Ha; well depth {WELL_DEPTH} Ha, "
      f"width {WELL_WIDTH} bohr")
print(f"radii: projector {RADIUS['beta']} bohr, "
      f"augmentation {RADIUS['aug']} bohr; table end {Q_MAX} bohr^-1")
print(f"augmentation charges: s {CHARGE_S}, p {CHARGE_P} (electrons)")
print(f"D of site 1 (Ha): ss {d_fourier[0, 0]:.5f}, "
      f"s-px {d_fourier[0, 1]:.5f}, px-px {d_fourier[1, 1]:.5f}")
print("lowest levels (Ha):", " ".join(f"{x:.6f}" for x in levels),
      f"; gap {gap:.4f} Ha")
print(f"untabulated energy {e_exact:.8f} Ha")
print(f"1 Ha/bohr^3 = {GPA:.3f} GPa; strain step {STEP}")
print("untabulated: max |analytic - difference| stress "
      f"{size(hf_exact - fd_exact) * to_gpa:.1e} GPa")

# ---------- splined energies, three choices of slope ----------
f0, f1, f4 = (form_factor(fine, 0, RADIUS["beta"], n) for n in (0, 1, 4))
keys = [("beta", 0), ("beta", 1), ("aug", 0), ("aug", 1), ("aug", 2)]
for h in (0.4, 0.2, 0.1):
    tables = {k: build_table(k[1], RADIUS[k[0]], h) for k in keys}
    mesh = h * np.arange(int(round(Q_MAX / h)) + 1)
    slope_tables = {k: CubicSpline(mesh, exact_slope(*k, mesh)) for k in keys}

    def spline_value(kind, l, q):
        return read_table(tables[kind, l], q)

    def spline_slope(kind, l, q):
        return read_table(tables[kind, l], q, 1)

    def separate_slope(kind, l, q):
        return slope_tables[kind, l](q)

    fd = difference_derivative(spline_value)
    own = analytic_derivative(spline_value, spline_slope)
    exact = analytic_derivative(spline_value, exact_slope)
    separate = analytic_derivative(spline_value, separate_slope)
    noise = size(own - fd)
    assert noise < 5e-8
    assert size(exact - fd) > 20 * noise
    assert size(separate - fd) > 20 * noise
    tab = tables["beta", 0]
    print(f"--- mesh h = {h} bohr^-1, {len(mesh)} knots")
    print(f"s projector, max value error "
          f"{size(f0 - read_table(tab, fine)):.3e} bohr^3 "
          f"(leading law {h**4 * size(f4) / 384:.3e})")
    print(f"s projector, max slope error "
          f"{size(f1 - read_table(tab, fine, 1)):.3e} bohr^4 "
          f"(leading law {np.sqrt(3) / 216 * h**3 * size(f4):.3e})")
    print(f"energy error of the table "
          f"{energy(0 * EYE, spline_value) - e_exact:.3e} Ha")
    print("max stress mismatch with energy differences (GPa):")
    print(f"  interpolant slope {noise * to_gpa:.2e}, exact slope "
          f"{size(exact - fd) * to_gpa:.2e}, separate table "
          f"{size(separate - fd) * to_gpa:.2e}")
    print("max deviation from untabulated stress (GPa): interpolant slope "
          f"{size(own - hf_exact) * to_gpa:.2e}, exact slope "
          f"{size(exact - hf_exact) * to_gpa:.2e}")
    if h == 0.4:
        def only(kind_replaced):
            def slope(kind, l, q):
                source = exact_slope if kind == kind_replaced else spline_slope
                return source(kind, l, q)
            return analytic_derivative(spline_value, slope)

        part_beta, part_aug = only("beta") - fd, only("aug") - fd
        assert size(part_beta) > 20 * noise and size(part_aug) > 20 * noise
        print("exact slope in one family only, max mismatch (GPa): projectors "
              f"{size(part_beta) * to_gpa:.2e}, augmentation "
              f"{size(part_aug) * to_gpa:.2e}")
        print("stress (GPa): difference | interpolant slope | exact slope")
        for name, a, b, c in zip(LABELS, fd, own, exact):
            print(f"  {name} {a * to_gpa:12.6f} {b * to_gpa:12.6f} "
                  f"{c * to_gpa:12.6f}")

print("success")
```

Output:

```
cell volume 286.440 bohr^3; plane waves 158; dense G vectors 1229
cutoff 5.0 Ha; well depth 3.0 Ha, width 1.0 bohr
radii: projector 2.2 bohr, augmentation 2.0 bohr; table end 8.0 bohr^-1
augmentation charges: s 0.4, p 0.2 (electrons)
D of site 1 (Ha): ss -0.43609, s-px -0.00023, px-px -0.16805
lowest levels (Ha): -0.930648 -0.895728 -0.033025 ; gap 0.8627 Ha
untabulated energy -3.65275238 Ha
1 Ha/bohr^3 = 29421.016 GPa; strain step 0.0002
untabulated: max |analytic - difference| stress 5.6e-09 GPa
--- mesh h = 0.4 bohr^-1, 21 knots
s projector, max value error 1.829e-05 bohr^3 (leading law 1.772e-05)
s projector, max slope error 1.389e-04 bohr^4 (leading law 1.364e-04)
energy error of the table -2.546e-06 Ha
max stress mismatch with energy differences (GPa):
  interpolant slope 3.00e-09, exact slope 8.66e-04, separate table 1.08e-03
max deviation from untabulated stress (GPa): interpolant slope 8.28e-04, exact slope 3.07e-04
exact slope in one family only, max mismatch (GPa): projectors 1.22e-04, augmentation 7.75e-04
stress (GPa): difference | interpolant slope | exact slope
  xx    16.692698    16.692698    16.693252
  yy    17.360228    17.360228    17.359774
  zz    23.590048    23.590048    23.589183
  yz     1.845126     1.845126     1.845265
  xz     1.324087     1.324087     1.323933
  xy     3.296087     3.296087     3.295772
--- mesh h = 0.2 bohr^-1, 41 knots
s projector, max value error 1.116e-06 bohr^3 (leading law 1.107e-06)
s projector, max slope error 1.713e-05 bohr^4 (leading law 1.705e-05)
energy error of the table -1.602e-07 Ha
max stress mismatch with energy differences (GPa):
  interpolant slope 4.48e-09, exact slope 8.35e-05, separate table 8.58e-05
max deviation from untabulated stress (GPa): interpolant slope 8.05e-05, exact slope 2.40e-05
--- mesh h = 0.1 bohr^-1, 81 knots
s projector, max value error 6.936e-08 bohr^3 (leading law 6.922e-08)
s projector, max slope error 2.134e-06 bohr^4 (leading law 2.131e-06)
energy error of the table -1.128e-08 Ha
max stress mismatch with energy differences (GPa):
  interpolant slope 5.52e-09, exact slope 8.94e-06, separate table 7.45e-06
max deviation from untabulated stress (GPa): interpolant slope 7.84e-06, exact slope 1.23e-06
success
```
